# Stretching energy of a free-edged crystalline disc on a curved substrate

A monolayer crystal growing from the vapour on a rounded bump has to follow a surface on which flat geometry fails. A circle drawn on the bump with surface radius $r$ has a perimeter shorter than $2\pi r$, while the flat crystal brings a rim of length $2\pi r$. The crystal must stretch in some places and be compressed in others, even if it slides freely. The questions are how much energy this costs and how the cost affects further growth.

## Model and conditions

The crystal is a flat, stress-free disc of radius $R$, described by isotropic linear elasticity with two-dimensional Young modulus $Y$ (force per length) and Poisson ratio $\nu$. It contains no dislocations or other defects. The substrate is rigid and has uniform Gaussian curvature $K$, the product of its two principal curvatures. The disc touches it everywhere, slides without friction, and carries no force on its edge. The surface is shallow, $|K|R^2\ll1$, with small slopes. Under these conditions the minimum stretching energy is

$$E=\frac{\pi}{384}\,YK^2R^6. \tag{1}$$

Bending energy is separate and is added below. The calculation is classical, so no $\hbar$ appears and the formulas read the same in atomic units.

The dimensions can be understood at once. The mismatch in length is a strain of order $KR^2$, its energy density is of order $Y(KR^2)^2$, and the area is of order $R^2$. The work lies in the number $\pi/384$ and in the stress field behind it.

## From displacements to one equation

Let $h(x,y)$ be the height of the surface and $u_x,u_y$ the in-plane displacements. To leading order in the slopes the strain is

$$e_{ij}=\tfrac12\left(\partial_iu_j+\partial_ju_i+\partial_ih\,\partial_jh\right). \tag{2}$$

The last term is the extra length of a line element that is tilted out of the plane. With the stress $\sigma_{ij}$ (tension positive), the energy is $E=\frac12\int\sigma_{ij}e_{ij}\,dA$. Since $h$ is fixed, varying $u$ gives

$$\delta E=\int\sigma_{ij}\,\partial_j\delta u_i\,dA=\oint\sigma_{ij}n_j\,\delta u_i\,ds-\int\partial_j\sigma_{ij}\,\delta u_i\,dA .$$

At the minimum both terms vanish for every $\delta u$:

$$\partial_j\sigma_{ij}=0\ \text{inside},\qquad \sigma_{ij}n_j=0\ \text{on the rim}. \tag{3}$$

The energy is a positive quadratic function of the strain, and the strain is linear in $u$ apart from a fixed term. The stationary state is therefore the minimum, and its stress is unique.

Next we eliminate $u$. In the combination $\partial_y^2e_{xx}+\partial_x^2e_{yy}-2\partial_x\partial_ye_{xy}$ the displacements cancel. With subscripts on $h$ for derivatives, the height terms are

$$\begin{aligned}\tfrac12\partial_y^2h_x^2&=h_{xy}^2+h_xh_{xyy},\qquad \tfrac12\partial_x^2h_y^2=h_{xy}^2+h_yh_{xxy},\\ -\partial_x\partial_y(h_xh_y)&=-h_{xxy}h_y-h_{xy}^2-h_{xx}h_{yy}-h_xh_{xyy}.\end{aligned}$$

The third derivatives cancel in the sum, which leaves

$$\partial_y^2e_{xx}+\partial_x^2e_{yy}-2\partial_x\partial_ye_{xy}=h_{xy}^2-h_{xx}h_{yy}=-K. \tag{4}$$

To this order the stress depends on the surface through $K$ alone. A cylinder, with $K=0$, costs no stretching energy.

Force balance is satisfied identically by an Airy function $\chi$:

$$\sigma_{xx}=\chi_{yy},\qquad\sigma_{yy}=\chi_{xx},\qquad\sigma_{xy}=-\chi_{xy}. \tag{5}$$

Hooke's law reads $e_{xx}=(\sigma_{xx}-\nu\sigma_{yy})/Y$, likewise for $e_{yy}$, and $e_{xy}=(1+\nu)\sigma_{xy}/Y$. Inserted in (4), it gives

$$\frac1Y\left[\chi_{yyyy}+\chi_{xxxx}-2\nu\chi_{xxyy}+2(1+\nu)\chi_{xxyy}\right]=-K .$$

The terms in $\nu$ cancel, and the bracket is the squared Laplacian:

$$\nabla^4\chi=-YK. \tag{6}$$

For the rim condition, take the tangent $(-n_y,n_x)$. The two traction components are

$$\chi_{yy}n_x-\chi_{xy}n_y=\frac{d\chi_y}{ds},\qquad-\chi_{xy}n_x+\chi_{xx}n_y=-\frac{d\chi_x}{ds}.$$

Both vanish, so $\nabla\chi$ is constant along the rim. A linear function added to $\chi$ changes no stress, and we use it to make this constant zero. Then $\chi$ is itself constant on the rim, and that constant can also be removed:

$$\chi(R)=0,\qquad\chi'(R)=0. \tag{7}$$

## Stress and energy

Equations (6) and (7) are unchanged by rotation, so the unique stress field is axially symmetric. From $\nabla^2r^n=n^2r^{n-2}$ we have $\nabla^4r^4=16\cdot4=64$. A particular solution of (6) is therefore $-YKr^4/64$. The symmetric homogeneous solutions are $1$, $r^2$, $\ln r$ and $r^2\ln r$. The last two give singular stresses at the centre, where the defect-free crystal has no source for them. Thus $\chi=-YKr^4/64+Ar^2+B$. The condition $\chi'(R)=0$ gives $A=YKR^2/32$, and $\chi(R)=0$ then gives $B=-YKR^4/64$. Together,

$$\chi=-\frac{YK}{64}(R^2-r^2)^2. \tag{8}$$

In polar coordinates $\sigma_{rr}=\chi'/r$ and $\sigma_{\theta\theta}=\chi''$. Since $\chi'=YK\,r(R^2-r^2)/16$,

$$\sigma_{rr}=\frac{YK}{16}(R^2-r^2),\qquad\sigma_{\theta\theta}=\frac{YK}{16}(R^2-3r^2). \tag{9}$$

For $K>0$ the centre is under equal tension in all directions, with strain $(1-\nu)KR^2/16$. The hoop stress changes sign at $r=R/\sqrt3$. At the rim the radial stress is zero and the hoop strain is $-KR^2/8$, a compression. For a saddle all these signs are reversed.

Hooke's law puts the energy density in the form

$$\tfrac12\sigma_{ij}e_{ij}=\frac1{2Y}\left[(\sigma_{xx}+\sigma_{yy})^2-2(1+\nu)(\sigma_{xx}\sigma_{yy}-\sigma_{xy}^2)\right].$$

The second part is a divergence,

$$\chi_{xx}\chi_{yy}-\chi_{xy}^2=\partial_x(\chi_x\chi_{yy})-\partial_y(\chi_x\chi_{xy}),$$

and it integrates to zero because $\nabla\chi=0$ on the rim. The Poisson ratio drops out of the energy, though not out of the strains. The first part contains $\sigma_{rr}+\sigma_{\theta\theta}=YK(R^2-2r^2)/8$. With $s=r^2$ and $2\pi r\,dr=\pi\,ds$,

$$E=\frac{1}{2Y}\,\frac{Y^2K^2}{64}\,\pi\int_0^{R^2}(R^2-2s)^2ds=\frac{\pi YK^2}{128}\cdot\frac{R^6}{3}=\frac{\pi YK^2R^6}{384},$$

since the integral is $R^6-2R^6+\tfrac43R^6=\tfrac13R^6$. This is (1).

A direct minimization over displacements, which uses no Airy function, tests the result. It was done for principal curvatures $(1,1)$, $(2,0.5)$ and $(1.5,-0.6)$, each with $\nu=0$, $0.25$ and $0.45$. The energies agree with (1) to rounding error, the saddle included.

It is instructive to compare (1) with a disc that keeps its radial lengths. On a sphere the circle of surface radius $r$ has perimeter $2\pi r(1-Kr^2/6)$ to this order, so $e_{\theta\theta}=-Kr^2/6$ and $e_{rr}=0$. The energy is

$$\frac{Y}{2(1-\nu^2)}\int_0^R\frac{K^2r^4}{36}\,2\pi r\,dr=\frac{\pi YK^2R^6}{216(1-\nu^2)}. \tag{10}$$

For $\nu=0$ the true minimum is $216/384=0.56$ of this. Radial stretching pushes material outwards and relieves the compressed rim.

## The penalty for growth

Suppose that new material attaches in registry, so that the enlarged crystal would again be a flat disc if released. At fixed $K$ the energy per added area is

$$\frac{dE}{dA}=\frac{1}{2\pi R}\frac{dE}{dR}=\frac{YK^2R^4}{128}. \tag{11}$$

This is three times the mean density $E/\pi R^2$. It also equals the elastic energy density at the rim, $\sigma_{\theta\theta}^2/2Y$ with $\sigma_{\theta\theta}=-YKR^2/8$. The reason is that the displacements already minimize the energy. Their readjustment contributes nothing at first order, and what remains is the energy of the added ring, strained like the rim.

## When a perfect crystal is no longer preferred

A large disc can lower its energy by taking in a dislocation. At a fixed ratio $r/R$ the energy released grows as $R^3$, while the dislocation's own energy grows only as a logarithm, as we now show. Cut the disc along a radius from the rim to $r$, remove a strip of width $b$ and close the gap. The neighbouring material is stretched by $b$ across the cut, against the existing hoop stress. The interaction energy is

$$b\int_r^R\sigma_{\theta\theta}\,dr'=b\left[\chi'(R)-\chi'(r)\right]=-\frac{bYK}{16}\,r(R^2-r^2). \tag{12}$$

For $K>0$ this is a release of energy. It is largest at $r=R/\sqrt3$. For $K<0$ a strip must be inserted instead.

The cost follows from the dislocation's own field. Take polar coordinates about its core and $\chi_d=(Yb/4\pi)\,r\sin\theta\ln r$, which gives

$$\sigma_{rr}=\sigma_{\theta\theta}=\frac{Yb\sin\theta}{4\pi r},\qquad\sigma_{r\theta}=-\frac{Yb\cos\theta}{4\pi r}. \tag{13}$$

To confirm the displacement jump, integrate the strains. The radial strain gives $u_r=\frac{(1-\nu)b}{4\pi}\sin\theta\ln r+F'(\theta)$, and the hoop strain then gives $u_\theta=-\frac{(1-\nu)b}{4\pi}\cos\theta(1-\ln r)-F(\theta)$. The shear strain requires $F''+F=-(b/\pi)\cos\theta$, solved by $F=-(b/2\pi)\,\theta\sin\theta$. After one turn $u_r$ has changed by $-b\cos\theta$ and $u_\theta$ by $+b\sin\theta$, which is a constant vector of length $b$.

Integrated over angle, the energy density of (13) is

$$\frac{\pi}{2Y}\left(\frac{Yb}{4\pi r}\right)^2\left[2-2\nu+2(1+\nu)\right]=\frac{Yb^2}{8\pi r^2}.$$

Multiplying by $r\,dr$ and integrating gives a logarithm. The inner cutoff is about $b$. The free rim supplies the outer one, for which we take $(R^2-r^2)/R$: this is $R$ for a central dislocation and twice the distance to the rim for one near the edge. Hence

$$E_{\rm cost}\approx\frac{Yb^2}{8\pi}\ln\frac{R^2-r^2}{Rb}. \tag{14}$$

This is accurate only to the logarithm. The exact free-rim field adds a further $Yb^2r^2/8\pi R^2$, and the core energy is left out; both raise the cost. At $r=R/\sqrt3$ the release exceeds the cost when

$$\frac{KR^3}{b}>\frac{3\sqrt3}{\pi}\ln\frac{2R}{3b}. \tag{15}$$

The condition contains $KR^3/b$, not $KR^2$. A shallow disc can therefore satisfy $KR^2\ll1$ and still be large enough to prefer a dislocation. Equation (1) then still gives the energy of the perfect crystal, but this is no longer the state of lowest energy.

## A monolayer island on an oxide bump

Consider a small MoS$_2$ island at a growth temperature of 1000 K. Rough typical values are $Y=130$ N/m, $\nu=0.25$ and $b=0.32$ nm. The bump is spherical with radius 250 nm, and $R=40$ nm. Then $K=1/(250\ \text{nm})^2=1.6\times10^{-5}$ nm$^{-2}$ and $KR^2=0.0256$. Writing (1) as $\pi Y(KR^2)^2R^2/384$,

$$E=\frac{\pi\,(130\ \text{N/m})(0.0256)^2(40\ \text{nm})^2}{384}=1.1\times10^{-18}\ \text{J}=7.0\ \text{eV}.$$

The rim hoop strain is $-0.0256/8=-0.32\%$, and the centre is stretched by $0.12\%$. The rim carries a compressive force of 0.42 N/m.

The mean energy density is 0.22 mJ/m$^2$. Three times this, on the 0.089 nm$^2$ of one formula unit, is a growth penalty of 0.37 meV. Lengthening the island's edge also costs energy: an assumed edge energy of 1 eV/nm would add 2.2 meV per formula unit at this radius, falling as $1/R$. With this edge term left out and a chosen driving force of 10 meV per formula unit, the $R^4$ law would put the balance at $R=40\,(10/0.37)^{1/4}\approx91$ nm on the same bump.

That radius lies beyond the range in which the perfect crystal is preferred. At 40 nm a dislocation at $R/\sqrt3$ costs about 15 eV by (14), or 16 eV with the added rim term, and releases 6.4 eV, so the island is better off without it. A search over positions from $0.1R$ to $0.9R$ finds cost and release equal at an island radius of about 54 nm with (14). The added rim term moves this to about 55 nm, and an assumed core energy of 2 to 5 eV to about 58 to 61 nm. Between this radius and 91 nm the penalty (11) applies to a crystal that has failed to take in dislocations. Whether it does fail depends on barriers and growth errors, which are not treated here.

## What the estimate leaves out

**Outline.** Vapour-grown MoS$_2$ islands are often triangular, and this is the largest correction among those computed here. An equilateral triangle of the same area, on the same curvature, has $0.473$ of the disc's energy, or about 3.3 eV. The ratio changes by less than $10^{-6}$ when the polynomial degree of the displacements is raised from 10 to 12.

**Bending.** With both curvatures equal to $\sqrt K$, a plate of bending stiffness $\kappa$ stores $\kappa(1+\nu)K$ per area. For $\kappa=10$ eV, again a rough value, the total is $\kappa(1+\nu)\pi KR^2=1.0$ eV, or 14% of the stretching energy. It grows as $R^2$, so its share falls as the island grows at fixed $K$.

**Friction.** Let a uniform radial traction $\tau$ act on the disc. The radial displacement that satisfies force balance and leaves the rim free is

$$u=c\left[\frac{2+\nu}{1+\nu}Rr-r^2\right],\qquad c=\frac{(1-\nu^2)\tau}{3Y}.$$

Because the frictionless state is a minimum, the excess energy is quadratic in $\tau$:

$$\frac12\int\tau u\,dA=\frac{\pi(1-\nu^2)}{3}\left[\frac{2+\nu}{3(1+\nu)}-\frac14\right]\frac{\tau^2R^4}{Y}. \tag{16}$$

For an assumed $\tau=1$ MPa this is 0.04 eV. The force scale $\tau R$ is 0.04 N/m, about 10% of the rim force, so the stresses are less well protected than the energy.

**Cooling.** A rough expansion mismatch of $6\times10^{-6}$ K$^{-1}$ over 700 K gives a strain of 0.42%, more than the rim strain from curvature. Friction of 1 MPa can hold a strain of order $\tau R/Y=0.03\%$, so in this model most of the mismatch slides away. An island bonded strongly enough to lock would violate the free-sliding assumption, and (1) would not give its energy at room temperature.

**Wrinkling.** Adhesion acts as springs of stiffness $k_s$ per area. For an attraction $\Gamma$ with the well $-\Gamma[\frac32(z_0/z)^3-\frac12(z_0/z)^9]$, the curvature at the minimum is $k_s=\Gamma(45-18)/z_0^2=27\Gamma/z_0^2$. A ripple of wavenumber $q$ needs a compressive force $\kappa q^2+k_s/q^2$, whose least value is $2\sqrt{\kappa k_s}$. With $\Gamma=0.1$ J/m$^2$ and $z_0=0.5$ nm this is 8.3 N/m, twenty times the rim force. The estimate is for the interior of a sheet, and a free rim may buckle earlier.

**Finite slope and nonlinearity.** Minimizing on a true sphere at $KR^2=0.0256$ raises the energy by 0.3 to 0.4%, depending on which of two strain measures enters the quadratic energy. The difference between them shows that nonlinear elasticity matters at the same order as finite slope. The range is not a bound for a real monolayer: an assumed softening cubic modulus of $-5Y$ to $-10Y$ raises the shift to 0.5 to 0.8%.

**Atomic structure.** A triangular lattice of equal springs gives 0.905, 0.954 and 0.974 of (1) for radii of 15, 30 and 60 spacings, with $R$ defined by the number of atoms times the cell area. Since $E\propto R^6$, the sign of the deviation depends on this convention: with $R$ taken from the area covered by bonds the ratios are about 1.10, 1.05 and 1.02. The first value also shifts by a few per cent with the way the rim is cut. In both conventions the approach to the continuum value is consistent with a rim correction that falls roughly as $1/R$, though that law is a conjecture here. The spring lattice is a generic crystal, not a model of MoS$_2$ bonding.

Against real growth, the modulus and lattice length are typical, but a 40 nm island is small: vapour-grown islands can reach micrometres. Such an island would overrun this bump, and (1) could not be extrapolated to it. On a much gentler bump $KR^2$ may stay small, but condition (15) must then be checked afresh. The numerical output below gives the remaining digits.

## Numbers as computed

```
TESTS
largest relative energy error, direct minimisation: 6.7e-16
largest stress error, direct minimisation (Y=1): 6.0e-15
cylinder (K=0) energy, Y=R=1: 2.7e-31
dE/dA over rim energy density: 1.000003
spring lattice / formula, radius 15 spacings: 0.9055
spring lattice / formula, radius 30 spacings: 0.9545
spring lattice / formula, radius 60 spacings: 0.9738
true sphere / formula at K R^2 = 0.02: stretch strain 1.0034, Green strain 1.0024
true sphere / formula at K R^2 = 0.2: stretch strain 1.0347, Green strain 1.0224
EXAMPLE INPUTS (rough typical values)
Young modulus: 130 N/m; Poisson ratio: 0.25
bump radius: 250 nm; island radius: 40 nm
bending stiffness: 10 eV; Burgers length: 0.32 nm
growth temperature: 1000 K; friction stress: 1 MPa
adhesion: 0.1 J/m^2; equilibrium gap: 0.5 nm
expansion mismatch: 6.0e-06 1/K; cooling: 700 K
driving force per formula unit: 10 meV
EXAMPLE RESULTS
Gaussian curvature K: 1.600e-05 1/nm^2; K R^2: 0.0256
stretching energy: 6.961 eV = 1.115e-18 J
mean energy density: 0.2219 mJ/m^2
rim hoop strain: -0.320 %; centre strain: 0.120 %
rim hoop force per length: -0.416 N/m
area per formula unit: 0.0887 nm^2
growth penalty per formula unit at rim: 0.368 meV
radius where penalty equals driving force: 91.3 nm
energy of a disc of twice the radius: 445.5 eV
NEGLECTED EFFECTS
thermal energy kT: 0.0862 eV
bending energy: 1.005 eV; over stretching: 0.144
true sphere / formula: stretch strain 1.0044, Green strain 1.0030
friction force scale: 0.040 N/m; over rim force: 0.096
energy stored by friction: 0.0422 eV
thermal mismatch strain if locked: 0.42 %
strain scale that friction can hold: 0.031 %
adhesion spring constant: 1.08e+19 N/m^3
rim wrinkling threshold: 8.32 N/m
dislocation at R/sqrt(3): cost 14.62 eV, release 6.40 eV
island radius where dislocations become favourable: 53.7 nm
equal-area triangle / disc energy, degree 8: 0.47319
equal-area triangle / disc energy, degree 10: 0.47318
equal-area triangle / disc energy, degree 12: 0.47318
shift from degree 10 to 12: -2.6e-07
```
